**Linear Stark effect of hydrogen from the Runge–Lenz vector**

Inside the shell of energy −1/(2n²) hartree, the position vector equals −(3n/2)K, where K = nA and A is the Runge–Lenz vector. A field F along +z therefore shifts the parabolic state (n1, n2, m) by (3n/2)(n1 − n2)F to first order, where n1 and n2 count the nodes in r + z and r − z. The program asserts the underlying operator identities by exact polynomial algebra and the action of H and A_z on parabolic functions for n up to 4. By quadrature it asserts, for n = 2 to 4, the so(4) relations of the position matrices and the equality of parabolic–spherical overlaps with Clebsch–Gordan coefficients. A diagonalization over many shells then tests the n = 3 shifts. For a force of 0.001 eV/Å the output shows an outermost linear shift of 0.004763 eV, with departures of less than 0.00001 eV that grow about fourfold when the field is doubled. When a 0.1/r² term lifts the degeneracy in l, doubling a weak field multiplies the shift of the lowest m = 0 level by 3.994 instead of 2.001.

## Program and output

```python
# Result under test (atomic units, H = p^2/2 - 1/r, electron in V = +F z):
# inside the shell E_n = -1/(2 n^2) the position vector r equals -(3n/2) K,
# K = n A, A = (p x L - L x p)/2 - r/|r| (Runge-Lenz vector). Hence the linear
# Stark shift is (3n/2)(n1 - n2) F, and the parabolic states (n1, n2, m) are
# Clebsch-Gordan sums of spherical states |n l m> with two spins j = (n-1)/2,
# m1 = (m + n2 - n1)/2 and m2 = (m - n2 + n1)/2.
# n1 counts nodes in xi = r + z, n2 counts nodes in eta = r - z.
from math import comb, factorial, pi, sqrt
import numpy as np
from scipy import constants
from scipy.special import eval_genlaguerre, lpmv, roots_laguerre
from sympy import QQ, Rational
from sympy.physics.wigner import clebsch_gordan
from sympy.polys.rings import ring

# ---------- exact operator algebra ----------
# A function is (polynomial in x, y, z, q) * exp(S), with q = 1/|r|.
# D is the gradient, so p = -i D and L = -i Lam with Lam = r x D; all is real.
algebra, x, y, z, q, kx, ky, kz = ring("x,y,z,q,kx,ky,kz", QQ)
pos = (x, y, z)
r_squared = x**2 + y**2 + z**2
relation = r_squared * q**2 - 1


def const(num, den=1):
    return algebra.ground_new(QQ(num, den))


def is_zero(poly):
    return poly.rem([relation]) == 0


def operators(grad_S):
    def D(i, g):
        return g.diff(pos[i]) - pos[i] * q**3 * g.diff(q) + grad_S[i] * g

    def Lam(i, g):
        j, k = (i + 1) % 3, (i + 2) % 3
        return pos[j] * D(k, g) - pos[k] * D(j, g)

    def H(g):
        return const(-1, 2) * sum(D(i, D(i, g)) for i in range(3)) - q * g

    def A(i, g):
        j, k = (i + 1) % 3, (i + 2) % 3
        p_cross_L = D(j, Lam(k, g)) - D(k, Lam(j, g))
        L_cross_p = Lam(j, D(k, g)) - Lam(k, D(j, g))
        return const(-1, 2) * (p_cross_L - L_cross_p) - pos[i] * q * g

    return D, Lam, H, A


# Arbitrary exponentials exp(k.r): an identity on all of them is an operator identity.
D, Lam, H, A = operators((kx, ky, kz))
one = algebra.one


def Gam(i, g):  # G = -i Gam = 2 r^2 p - r (r.p)
    return 2 * r_squared * D(i, g) - pos[i] * sum(pos[j] * D(j, g) for j in range(3))


for i in range(3):
    left = 2 * (H(pos[i] * one) + pos[i] * H(one)) - 3 * A(i, one)
    assert is_zero(left - (H(Gam(i, one)) - Gam(i, H(one))))
    assert is_zero(H(A(i, one)) - A(i, H(one)))
assert is_zero(Lam(0, A(1, one)) - A(1, Lam(0, one)) + A(2, one))
assert is_zero(A(0, A(1, one)) - A(1, A(0, one)) + 2 * H(Lam(2, one)))
assert is_zero(sum(A(i, Lam(i, one)) for i in range(3)))
L_squared_one = -sum(Lam(i, Lam(i, one)) for i in range(3))
A_squared_one = sum(A(i, A(i, one)) for i in range(3))
assert is_zero(A_squared_one - one - 2 * H(L_squared_one + one))


# Parabolic functions are eigenfunctions of H and A_z.
def laguerre_poly(degree, order, s):
    return sum(const((-1)**i * comb(degree + order, degree - i), factorial(i)) * s**i
               for i in range(degree + 1))


azimuthal = (one, x, x**2 - y**2, x**3 - 3 * x * y**2)
radius = r_squared * q
for n in range(1, 5):
    _, _, H_n, A_n = operators(tuple(-c * q * const(1, n) for c in pos))
    for m in range(n):
        for n1 in range(n - m):
            n2 = n - 1 - m - n1
            psi = (azimuthal[m] * laguerre_poly(n1, m, (radius + z) * const(1, n))
                   * laguerre_poly(n2, m, (radius - z) * const(1, n)))
            assert is_zero(H_n(psi) + const(1, 2 * n * n) * psi)
            assert is_zero(A_n(2, psi) - const(n2 - n1, n) * psi)


# ---------- wave functions and quadrature ----------
def radial_grid(decay):
    node, weight = roots_laguerre(30)
    return node / decay, weight * np.exp(node) / decay


def radial(n, l, r):
    norm = sqrt((2 / n)**3 * factorial(n - l - 1) / (2 * n * factorial(n + l)))
    s = 2 * r / n
    return norm * np.exp(-s / 2) * s**l * eval_genlaguerre(n - l - 1, 2 * l + 1, s)


def harmonic(l, m, cos_t, phi):
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    value = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
    return value if m >= 0 else (-1)**k * np.conj(value)


def parabolic(n, n1, n2, m, r, cos_t):  # value at azimuth zero
    k = abs(m)
    norm = sqrt(factorial(n1) * factorial(n2)
                / (factorial(n1 + k) * factorial(n2 + k) * pi * n**(2 * k + 4)))
    sign = (-1)**n1 * ((-1)**m if m > 0 else 1)
    return (sign * norm * (r * np.sqrt(1 - cos_t**2))**k * np.exp(-r / n)
            * eval_genlaguerre(n1, k, r * (1 + cos_t) / n)
            * eval_genlaguerre(n2, k, r * (1 - cos_t) / n))


cos_nodes, cos_weights = np.polynomial.legendre.leggauss(14)


def shell_position(n):
    r, wr = radial_grid(2 / n)
    phi = 2 * pi * np.arange(16) / 16
    C, PHI = np.meshgrid(cos_nodes, phi, indexing="ij")
    W = cos_weights[:, None] * np.full(C.shape, 2 * pi / 16)
    S = np.sqrt(1 - C**2)
    states = [(l, m) for l in range(n) for m in range(-l, l + 1)]
    R = np.array([radial(n, l, r) for l in range(n)])
    r_elements = (R * wr * r**3) @ R.T
    ls = [l for l, _ in states]
    Y = np.array([harmonic(l, m, C, PHI).ravel() for l, m in states])
    xyz = [r_elements[np.ix_(ls, ls)] * ((Y.conj() * (W * d).ravel()) @ Y.T)
           for d in (S * np.cos(PHI), S * np.sin(PHI), C)]
    return states, xyz, r_elements


# Position matrices of a shell obey the so(4) relations.
z_shell = {}
for n in range(2, 5):
    states, xyz, r_elements = shell_position(n)
    index = {s: i for i, s in enumerate(states)}
    z_shell[n] = (index, xyz[2].real)
    K = [-2 / (3 * n) * component for component in xyz]
    raising = np.zeros((n * n, n * n), complex)
    for (l, m), i in index.items():
        if m < l:
            raising[index[l, m + 1], i] = sqrt(l * (l + 1) - m * (m + 1))
    L = [(raising + raising.conj().T) / 2, (raising - raising.conj().T) / 2j,
         np.diag([float(m) for _, m in states])]
    assert np.allclose(K[0] @ K[1] - K[1] @ K[0], 1j * L[2], atol=1e-9)
    assert np.allclose(L[0] @ K[1] - K[1] @ L[0], 1j * K[2], atol=1e-9)
    assert np.allclose(sum(k @ l for k, l in zip(K, L)), 0, atol=1e-9)
    casimir = sum(k @ k + l @ l for k, l in zip(K, L))
    assert np.allclose(casimir, (n * n - 1) * np.eye(n * n), atol=1e-9)
    spins = np.arange(n) - (n - 1) / 2
    expected = np.sort(np.subtract.outer(spins, spins).ravel())
    assert np.allclose(np.linalg.eigvalsh(K[2]), expected, atol=1e-9)
    for l in range(1, n):
        assert abs(r_elements[l - 1, l] + 1.5 * n * sqrt(n * n - l * l)) < 1e-9
        for m in range(-l + 1, l):
            formula = sqrt((l * l - m * m) * (n * n - l * l) / (4 * l * l - 1))
            assert abs(K[2][index[l - 1, m], index[l, m]] - formula) < 1e-9

# Overlaps of parabolic with spherical functions are Clebsch-Gordan coefficients.
amplitudes, mean_z = {}, {}
for n in range(2, 5):
    r, wr = radial_grid(2 / n)
    RR, CC = np.meshgrid(r, cos_nodes, indexing="ij")
    volume = 2 * pi * np.outer(wr * r**2, cos_weights)
    j = Rational(n - 1, 2)
    for m in range(-n + 1, n):
        for n1 in range(n - abs(m)):
            n2 = n - 1 - abs(m) - n1
            psi = parabolic(n, n1, n2, m, RR, CC)
            assert abs(np.sum(volume * psi**2) - 1) < 1e-9
            z_mean = np.sum(volume * psi**2 * RR * CC)
            assert abs(z_mean - 1.5 * n * (n1 - n2)) < 1e-8
            m1, m2 = Rational(m + n2 - n1, 2), Rational(m - n2 + n1, 2)
            overlaps = []
            for l in range(abs(m), n):
                spherical = radial(n, l, RR) * harmonic(l, m, CC, 0.0).real
                overlap = np.sum(volume * spherical * psi)
                assert abs(overlap - float(clebsch_gordan(j, j, l, m1, m2, m))) < 1e-9
                overlaps.append(overlap)
            amplitudes[n, n1, n2, m] = overlaps
            mean_z[n, n1, n2, m] = z_mean


# ---------- diagonalization over many shells in a field ----------
def levels(m, field, inverse_square=0.0, l_max=6, count=12, decay=2 / 3):
    """Levels near E_3; inverse_square adds inverse_square/(2 r^2) to H."""
    s, w = roots_laguerre(40)
    ls = list(range(m, l_max + 1))
    matrix = np.zeros((len(ls) * count, len(ls) * count))
    previous = None
    for b, l in enumerate(ls):
        f, df = [], []
        for k in range(count):
            norm = sqrt(factorial(k) / factorial(k + 2 * l + 2))
            lag = eval_genlaguerre(k, 2 * l + 2, s)
            dlag = -eval_genlaguerre(k - 1, 2 * l + 3, s) if k else 0 * s
            f.append(norm * s**(l + 1) * lag)
            df.append(norm * ((l + 1) * s**l * lag + s**(l + 1) * dlag) - f[-1] / 2)
        f, df = np.array(f), np.array(df)
        assert np.allclose((f * w) @ f.T, np.eye(count), atol=1e-8)
        centrifugal = (l * (l + 1) + inverse_square) * (f * w / s**2) @ f.T
        here = slice(b * count, (b + 1) * count)
        matrix[here, here] = (decay**2 / 2 * ((df * w) @ df.T + centrifugal)
                              - decay * (f * w / s) @ f.T)
        if previous is not None:
            before = slice((b - 1) * count, b * count)
            angular = sqrt((l * l - m * m) / (4 * l * l - 1))
            coupling = field * angular / decay * (previous * w * s) @ f.T
            matrix[before, here] = coupling
            matrix[here, before] = coupling.T
        previous = f
    energies = np.linalg.eigvalsh(matrix)
    return energies[abs(energies + 1 / 18) < 0.012]


hartree = constants.value("Hartree energy in eV")
bohr = constants.value("Bohr radius") / constants.angstrom
gradient = 1.0e-3  # eF in eV per angstrom, chosen round
field = gradient * bohr / hartree
E3 = -1 / 18
rows, departure_ratios = [], []
for m in range(3):
    single, double = levels(m, field), levels(m, 2 * field)
    assert len(single) == len(double) == 3 - m
    assert np.allclose(levels(m, 0.0), E3, atol=1e-10)
    for n1 in range(3 - m):
        n2 = 2 - m - n1
        linear = 4.5 * (n1 - n2) * field
        rest = single[n1] - E3 - linear
        rest_double = double[n1] - E3 - 2 * linear
        # cubic terms shift this ratio from 4 by less than one percent
        assert abs(rest_double / rest - 4) < 0.05
        assert abs(rest) < 0.01 * 4.5 * field
        departure_ratios.append(rest_double / rest)
        rows.append((n1, n2, m, linear, single[n1] - E3))
m0 = levels(0, field)
slope = (m0[-1] - m0[0]) / (2 * field)
assert abs(slope - 9) < 1e-3  # remainder is of second order in the field


# Degeneracy makes the effect linear: with split l levels it becomes quadratic.
def doubling_ratio(inverse_square):
    e0, e1, e2 = (levels(0, f, inverse_square)[0] for f in (0.0, field / 4, field / 2))
    return (e2 - e0) / (e1 - e0)


ratio_degenerate, ratio_split = doubling_ratio(0.0), doubling_ratio(0.2)
assert abs(ratio_degenerate - 2) < 0.02 and abs(ratio_split - 4) < 0.05

# Position also connects different shells, which the Runge-Lenz vector never does.
r, wr = radial_grid(1 / 2 + 1 / 3)
between = np.sum(wr * r**3 * radial(2, 1, r) * radial(3, 0, r)) / sqrt(3)
assert abs(between) > 0.1

# ---------- worked example: n = 3 ----------
index, z_matrix = z_shell[3]
z_sp = z_matrix[index[0, 0], index[1, 0]]
z_pd = z_matrix[index[1, 0], index[2, 0]]
print(f"force on the electron eF = {gradient:.4f} eV/angstrom")
print(f"Bohr radius = {bohr:.6f} angstrom")
print(f"Hartree energy = {hartree:.5f} eV")
print(f"field F = {field:.4e} atomic units")
print(f"unperturbed n=3 energy = {E3 * hartree:.5f} eV")
print(f"<3s|z|3p0> = {z_sp * bohr:.4f} angstrom")
print(f"<3p0|z|3d0> = {z_pd * bohr:.4f} angstrom")
print(f"<3s|K_z|3p0> = {-2 * z_sp / 9:.5f} (dimensionless)")
print(f"<3p0|K_z|3d0> = {-2 * z_pd / 9:.5f} (dimensionless)")
print(f"<2p0|z|3s>, between shells = {between * bohr:.4f} angstrom")
print("amplitudes on |3 l m>, l = |m|..2 (dimensionless):")
for n1, n2, m, _, _ in rows:
    text = "  ".join(f"{a:+.5f}" for a in amplitudes[3, n1, n2, m])
    print(f"  n1={n1} n2={n2} m={m}: {text}")
print("mean z (angstrom), linear shift (eV), diagonalized shift (eV):")
for n1, n2, m, linear, full in rows:
    print(f"  n1={n1} n2={n2} m={m}: {mean_z[3, n1, n2, m] * bohr + 0.0:+.4f}"
          f"  {linear * hartree:+.7f}  {full * hartree:+.7f}")
print(f"spacing of neighbouring linear levels = {4.5 * field * hartree:.7f} eV")
print(f"outermost linear shift = {9 * field * hartree:.6f} eV = {9 * field:.4e} hartree")
print(f"outermost mean z = {mean_z[3, 2, 0, 0] * bohr:.4f} angstrom"
      f" = {mean_z[3, 2, 0, 0]:.4f} bohr")
print(f"slope (E_top - E_bottom)/(2F), m=0, diagonalized = {slope:.5f} bohr")
print(f"departure from linear law, field doubled: grows by factor"
      f" {min(departure_ratios):.3f} to {max(departure_ratios):.3f}")
print(f"lowest m=0 shift, field doubled, pure Coulomb: factor {ratio_degenerate:.3f}")
print(f"same with 0.1/r^2 (atomic units) added to H: factor {ratio_split:.3f}")
relativistic = constants.fine_structure**2 / 27 * hartree
print(f"rough relativistic scale alpha^2/n^3 hartree = {relativistic:.1e} eV")
print("done: every assertion held")
```

It prints:

```
force on the electron eF = 0.0010 eV/angstrom
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
field F = 1.9447e-05 atomic units
unperturbed n=3 energy = -1.51174 eV
<3s|z|3p0> = -3.8886 angstrom
<3p0|z|3d0> = -2.7497 angstrom
<3s|K_z|3p0> = 1.63299 (dimensionless)
<3p0|K_z|3d0> = 1.15470 (dimensionless)
<2p0|z|3s>, between shells = 0.2867 angstrom
amplitudes on |3 l m>, l = |m|..2 (dimensionless):
  n1=0 n2=2 m=0: +0.57735  +0.70711  +0.40825
  n1=1 n2=1 m=0: -0.57735  -0.00000  +0.81650
  n1=2 n2=0 m=0: +0.57735  -0.70711  +0.40825
  n1=0 n2=1 m=1: +0.70711  +0.70711
  n1=1 n2=0 m=1: -0.70711  +0.70711
  n1=0 n2=0 m=2: +1.00000
mean z (angstrom), linear shift (eV), diagonalized shift (eV):
  n1=0 n2=2 m=0: -4.7626  -0.0047626  -0.0047710
  n1=1 n2=1 m=0: +0.0000  +0.0000000  -0.0000090
  n1=2 n2=0 m=0: +4.7626  +0.0047626  +0.0047543
  n1=0 n2=1 m=1: -2.3813  -0.0023813  -0.0023896
  n1=1 n2=0 m=1: +2.3813  +0.0023813  +0.0023730
  n1=0 n2=0 m=2: -0.0000  +0.0000000  -0.0000071
spacing of neighbouring linear levels = 0.0023813 eV
outermost linear shift = 0.004763 eV = 1.7502e-04 hartree
outermost mean z = 4.7626 angstrom = 9.0000 bohr
slope (E_top - E_bottom)/(2F), m=0, diagonalized = 9.00004 bohr
departure from linear law, field doubled: grows by factor 3.991 to 4.010
lowest m=0 shift, field doubled, pure Coulomb: factor 2.001
same with 0.1/r^2 (atomic units) added to H: factor 3.994
rough relativistic scale alpha^2/n^3 hartree = 5.4e-05 eV
done: every assertion held
```
